# One Atomic Layer and the Lowest Subband of a Silicon Film

## The scale of the answer

An electron in a film between two impenetrable walls, with no field inside, has three quantities from which to build an energy: Planck's constant $\hbar$, its mass $m$ for motion along the film normal, and the wall separation $d$. Their one combination with the dimension of energy is $\hbar^2/(md^2)$, so the lowest confinement energy must be

$$E_1=C\,\frac{\hbar^2}{md^2},$$

with $C$ a pure number. Energies are measured from the bulk conduction-band edge, and motion in the plane is left out, because a subband edge is the energy at zero in-plane momentum, measured from the valley minimum.

The power of $d$ already gives the effect of thinning. If a layer of thickness $\delta\ll d$ is removed over the whole film, then

$$\Delta E\approx-\frac{dE_1}{dd}\,\delta=\frac{2E_1\delta}{d}.$$

The fractional rise in energy is twice the fractional loss of thickness. For $d=3$ nm and $\delta=0.136$ nm, the loss is 4.5% and the rise about 9%. If $E_1$ is some 45 meV, the step is about 4 meV. It remains to find $C$, to see how good the linear estimate is, and to ask what a real film adds.

## The hard-wall level

Silicon has six conduction-band valleys. In a (001) film, two have their long axis along the normal and four have it in the plane. The first two have the heavy normal mass $m=0.916\,m_0$, where $m_0$ is the free-electron mass. In the effective-mass approximation with a parabolic band, the envelope $\psi(z)$ obeys

$$-\frac{\hbar^2}{2m}\psi''=E\psi,\qquad \psi(0)=\psi(d)=0.$$

With $E=\hbar^2k^2/2m$, the solution that vanishes at $z=0$ is $\psi=A\sin kz$. The second wall requires $\sin kd=0$. The value $k=0$ gives no wavefunction at all, so the lowest state has $k=\pi/d$ and

$$E_1=\frac{\pi^2\hbar^2}{2md^2}.$$

Thus $C=\pi^2/2$. With $\hbar^2/2m_0=0.0381$ eV nm²,

$$E_1=\frac{9.870\times0.0381}{0.916\times 9}\ \text{eV}=45.6\ \text{meV}.$$

The four side valleys have a normal mass of roughly $0.19\,m_0$. Their lowest subband is higher by the inverse ratio of the masses, at about 220 meV. The heavy-mass subband is therefore the lowest.

## The step

Write $x=\delta/d=0.0453$. Since $E_1\propto d^{-2}$ and the new width is $d(1-x)$,

$$\Delta E=E_1\left[\frac{1}{(1-x)^2}-1\right]=E_1\left(2x+3x^2+\dots\right).$$

The series follows from differentiating $1/(1-x)=1+x+x^2+x^3+\dots$, which gives $1/(1-x)^2=1+2x+3x^2+\dots$. The terms are

$$2xE_1=4.14\ \text{meV},\qquad 3x^2E_1=0.28\ \text{meV}.$$

The full expression gives $50.05-45.61=4.43$ meV, where the last digit reflects rounding of the two levels. The linear estimate is low by about 7% of the full step, because the energy climbs more steeply as the film thins.

Diagonalizing the same problem on a grid of fixed spacing, and physically removing the grid points that belong to the layer, also gives 4.43 meV. This checks the step without using the inverse-square law.

Inserting $E_1$ in the leading term gives

$$\Delta E\approx\frac{\pi^2\hbar^2\delta}{md^3}.$$

The sensitivity to one layer falls as the cube of the thickness. The same layer taken from a 5 nm film raises its subband by 0.93 meV. The ratio of the two steps is 4.8, close to $(5/3)^3=4.6$; the second-order term is relatively larger in the thinner film.

At 300 K, $k_BT=25.9$ meV, so the step is $0.17\,k_BT$. If the electrons are non-degenerate and their Fermi level is held fixed, the subband population changes by the factor $e^{-0.17}\approx0.84$. One layer makes a modest change in carrier density; it does not empty the channel.

## The force on a wall

The step can also be read as work done against the electron's pressure. This view remains useful when a potential $V(z)$ is present. Keep $V$ and the wall at $z=0$ fixed, and move the wall at $z=d$. Let $\psi$ be real and normalized, and let $\dot\psi$ and $\dot E$ denote derivatives with respect to $d$. Differentiating the Schrödinger equation gives

$$-\frac{\hbar^2}{2m}\dot\psi''+(V-E)\dot\psi=\dot E\,\psi.$$

Multiply by $\psi$, integrate over the film, and use the original equation to replace $(V-E)\psi$ by $\hbar^2\psi''/2m$:

$$\dot E=-\frac{\hbar^2}{2m}\int_0^d(\psi\dot\psi''-\psi''\dot\psi)\,dz
=-\frac{\hbar^2}{2m}\left[\psi\dot\psi'-\psi'\dot\psi\right]_0^d.$$

At the fixed wall both $\psi$ and $\dot\psi$ vanish. At the moving wall $\psi=0$ for every $d$, so the total derivative of that condition gives $\dot\psi(d)=-\psi'(d)$. Hence

$$\frac{dE}{dd}=-\frac{\hbar^2}{2m}\,[\psi'(d)]^2.$$

For the field-free film, $\psi=\sqrt{2/d}\,\sin(\pi z/d)$ and $[\psi'(d)]^2=2\pi^2/d^3$, which returns $dE_1/dd=-2E_1/d$. The energy cost of removing a thin layer is set by the slope of the wavefunction at the wall that moves.

## Leakage into the oxide

An oxide barrier is high but finite. Take rough values for silicon dioxide: a barrier $V_0=3.1$ eV and an electron mass $m_{ox}=0.5\,m_0$. Put $z=0$ at mid-film. The lowest state is $\cos kz$ inside and decays as $e^{-\kappa|z|}$ outside, with $\kappa=\sqrt{2m_{ox}(V_0-E)}/\hbar$. Continuity of $\psi$ and of $\psi'/m$, the second of which conserves current, gives

$$\frac{k}{m}\tan\frac{kd}{2}=\frac{\kappa}{m_{ox}}.$$

For a high barrier $kd/2$ lies just below $\pi/2$. Setting $kd/2=\pi/2-\epsilon$ and $\tan(kd/2)\approx1/\epsilon$ gives $\epsilon=kb$, with $b=m_{ox}/(m\kappa)$. Therefore $k(d+2b)=\pi$: the film behaves as a hard-wall film wider by $b$ on each side.

Neglecting $E$ beside $V_0$, $\kappa=\sqrt{0.5\times3.1/0.0381}=6.4$ nm⁻¹ and $b=0.5/(0.916\times6.4)=0.086$ nm. The effective width is 3.17 nm, so the level is about $45.6\times(3/3.17)^2\approx41$ meV. Solving the matching condition itself gives 40.8 meV for the level and 3.74 meV for the step. Leakage lowers the step by about 16% of its hard-wall value. It matters more for the light-mass side valleys, where $b$ is larger: the same condition lowers their subband from 220 to about 136 meV. The heavy-mass subband stays lowest, but the gap shrinks from about 174 to about 95 meV.

## A gate field

In a working transistor the film is not field-free. Let the potential energy be $eFz$, rising from the gate-side wall at $z=0$, with a rough field $F=0.5$ MV/cm. The drop across 3 nm is 150 meV, more than three times $E_1$, so its effect on the step has to be calculated.

Define $\ell=(\hbar^2/2meF)^{1/3}$ and $s=(z-E/eF)/\ell$. The Schrödinger equation becomes $d^2\psi/ds^2=s\psi$, whose solutions are the Airy functions $\mathrm{Ai}(s)$ and $\mathrm{Bi}(s)$. A combination vanishes at both walls when

$$\mathrm{Ai}(s_0)\mathrm{Bi}(s_d)-\mathrm{Ai}(s_d)\mathrm{Bi}(s_0)=0,$$

where $s_0$ and $s_d$ are the values of $s$ at the walls. The lowest root is 115.4 meV above the band edge at the gate-side wall. With the field held fixed and the layer removed from the far side, the step is 1.90 meV.

The wall-force result explains the reduction: a smaller step means a smaller average $[\psi'(d)]^2$ at the far wall as it moves. The field holds the electron nearer the gate, and the far wall matters less.

The choice of energy reference matters here. Removing the layer moves the middle of the film by $\delta/2$, which lowers the band edge there by $50\times0.068=3.4$ meV. Relative to the mid-film edge, the same step is therefore $1.9+3.4=5.3$ meV. A quoted shift in a biased film needs both its reference point and a statement of what was held fixed.

The uniform field is itself a simplification, because the electrons' own charge weakens the field across the film. If they occupy only the lowest subband and end the whole field inside the film, the step referred to the gate-side edge is about 2.4 meV instead of 1.9 meV. Ending this field takes about $3\times10^{12}$ electrons per cm². At 300 K that density puts the Fermi level near the subband edge, and with the field-free leaky levels the side valleys would hold about 13% of the electrons, so single-subband occupation is only approximate.

## Image charge

The film has a larger permittivity than the oxide, roughly $\varepsilon_s=11.7$ against $\varepsilon_{ox}=3.9$. An electron in it polarizes the interfaces, and when the oxide is thick the induced charge repels it. The size follows from a classical point charge at mid-film, with oxide filling all the space outside.

For in-plane wavevector $q_\parallel$, its bare potential varies as $e^{-q_\parallel|z|}$. Add the symmetric response $A\cosh q_\parallel z$ inside, and let the outside potential be $Be^{-q_\parallel|z|}$. With $h=q_\parallel d/2$, continuity of potential and of normal displacement requires

$$e^{-h}+A\cosh h=Be^{-h},$$

$$\varepsilon_s(-e^{-h}+A\sinh h)=-\varepsilon_{ox}Be^{-h}.$$

Eliminating $B$ gives $A(\varepsilon_s\sinh h+\varepsilon_{ox}\cosh h)=(\varepsilon_s-\varepsilon_{ox})e^{-h}$. Writing the hyperbolic functions as exponentials and defining $\gamma=(\varepsilon_s-\varepsilon_{ox})/(\varepsilon_s+\varepsilon_{ox})$, we find

$$A=\frac{2\gamma e^{-q_\parallel d}}{1-\gamma e^{-q_\parallel d}}.$$

Because $1/r$ is the integral over $q_\parallel$ of these components, the induced potential at the charge is proportional to $\int A\,dq_\parallel$. The self-energy carries a factor one half, since the induced charge grows with the charge that induces it:

$$U=\frac{e^2}{8\pi\varepsilon_0\varepsilon_s}\int_0^\infty A\,dq_\parallel
=-\frac{e^2\ln(1-\gamma)}{4\pi\varepsilon_0\varepsilon_s d}.$$

Here $\gamma=0.5$ and $U=28.4$ meV. Since $U\propto1/d$, thinning adds $28.4\times0.136/2.864=1.35$ meV to the step. This is a size, not a precise correction: the electron is spread over the film, and the sharp-interface image potential diverges at the walls. Averaged over the hard-wall density, which vanishes there, the self-energy is finite, about 33 meV, and its contribution to the step is about 1.6 meV. A nearby metal gate also attracts the electron and weakens the effect. With metal beyond 1 nm of oxide on both sides, the same point-charge estimate adds only about 0.3 meV to the step; with 0.5 nm of oxide it lowers the step by about 0.1 meV. Both values hold the oxide thickness fixed as the film thins, and with 1 nm of oxide the mid-film self-energy is already negative, about $-5$ meV. If instead the metal stays in place and oxide fills the removed layer, the 1 nm case adds about 1.2 meV.

## Two valleys instead of one

The envelope calculation treats the two heavy-mass valleys as separate and degenerate. An abrupt surface mixes them. A chain with one site per atomic layer shows how much this can matter. Let $\varphi$ be the phase advance per layer, and take the band

$$\varepsilon(\varphi)=4u(\cos\varphi-\cos\varphi_0)^2.$$

Its minima are at $\pm\varphi_0$. In silicon the minima lie about 85% of the way from the zone centre to the bulk zone boundary at wavevector $2\pi/a$, where $a$ is the lattice constant. Atomic layers along the film normal are $\delta=a/4=0.136$ nm apart, so the phase per layer is $\varphi_0=0.85\times(2\pi/a)\times(a/4)=0.425\pi$. The curvature at a minimum is $8u\sin^2\varphi_0$, and setting it equal to $\hbar^2/(m\delta^2)$ fixes $u$ from the mass.

Since $\cos^2\varphi$ contains $\cos2\varphi$, the chain couples first and second neighbours. Cutting it to $n$ sites is therefore equivalent to setting $\psi=0$ on two sites beyond each end. Measured from the centre in layer spacings, these zeros lie at $\pm(L-1)/2$ and $\pm(L+1)/2$, with $L=n+2$. The effective wall separation is $L\delta$, so $L$ counts layer spacings between the effective walls and is two more than the number of atomic layers.

A standing wave combines two phases of equal energy, $\varphi_1=\varphi_m+q$ and $\varphi_2=\varphi_m-q$, on opposite sides of the minimum. Equal energy means $\cos\varphi_1+\cos\varphi_2=2\cos\varphi_0$, or

$$\cos\varphi_m\cos q=\cos\varphi_0,\qquad \varepsilon=4u\sin^2\varphi_m\sin^2q.$$

An even state is a sum of $\cos\varphi_1x$ and $\cos\varphi_2x$. It can vanish at both end positions if

$$\cos\tfrac{\varphi_1(L-1)}2\cos\tfrac{\varphi_2(L+1)}2=\cos\tfrac{\varphi_1(L+1)}2\cos\tfrac{\varphi_2(L-1)}2.$$

Turning products into sums gives

$$\cos(\varphi_mL-q)+\cos(qL-\varphi_m)=\cos(\varphi_mL+q)+\cos(qL+\varphi_m),$$

and hence $\sin q\sin\varphi_mL+\sin\varphi_m\sin qL=0$. For odd states sines replace cosines, which reverses the sign of the first term. Together,

$$\sin qL=\mp\sin q\,\frac{\sin\varphi_mL}{\sin\varphi_m},$$

with the upper sign for even states. Near the lowest envelope solution put $qL=\pi+\eta$, so $\sin qL\approx-\eta$. With $\sin q\approx\pi/L$, this gives $\eta=\pm(\pi/L)\sin\varphi_mL/\sin\varphi_m$. The energy varies as $q^2$ and changes by the fraction $2\eta/\pi$. The two states are thus split by

$$\Delta_v\approx\frac{4E_1}{L}\left|\frac{\sin\varphi_mL}{\sin\varphi_m}\right|.$$

To this order their mean remains at the hard-wall energy $E_1$ for width $L\delta$. The splitting, however, oscillates with the number of layers through the factor $\sin\varphi_mL$, whose phase advances by about $0.43\pi$ for each added layer.

For $L=22$, a width of 2.992 nm, the formula gives 7.4 meV and direct diagonalization gives 7.3 meV. For $L=21$ both give about 2.8 meV. The consequences for successive removals are:

| Spacings $L$ | Step of mean (meV) | Step of lower state (meV) |
|---|---:|---:|
| 23 to 22 | 3.9 | 2.8 |
| 22 to 21 | 4.2 | 6.5 |
| 21 to 20 | 5.5 | 1.2 |

The steps of the mean follow the smooth envelope trend to within about 10% near this width; the remainder comes from the chain's higher-order terms. The lower state does not. Removing a layer can raise it by much more or much less than 4 meV, according to how the splitting changes at the same time. The individual entries are sensitive to the valley position: placing the minimum at 84% instead of 85% of the way to the zone boundary changes the 22-to-21 step of the lower state from 6.5 to 4.3 meV. For positions between 82% and 87%, the same step runs from nearly zero to about 8 meV. The table therefore illustrates the effect; it shows neither its limits nor which layer count gives a large step in real silicon.

## Comparison with a real channel

A silicon body about 3 nm thick between oxides belongs to the regime of ultrathin-body transistors. The layer thickness and heavy mass used here are those of silicon; the barrier, oxide mass, field and permittivities are rough typical values. Taken one at a time, the effects estimated above change the 4.4 meV step as follows:

- Oxide leakage lowers it by 0.7 meV.
- Image charge raises it by about 1.4 meV for a point charge at mid-film (1.6 meV averaged over the wavefunction) if the oxide is thick, but by only about 0.3 meV with metal beyond a fixed 1 nm of oxide on both sides.
- The chosen gate field lowers it by 2.5 meV when energy is referred to the gate-side edge, and raises it by 0.9 meV when referred to mid-film.
- Valley splitting in the abrupt chain, with the minimum placed at 85%, makes the step of the lowest state range from 1.2 to 6.5 meV over three successive layers.

These changes should not be added to make a prediction, since each was found with the others absent. The chain also ends abruptly, whereas an oxidized surface has its own bonding and may be rough, so its splittings illustrate a mechanism and are not values for a particular device. For a film near 3 nm, the chosen gate field changes the step by roughly half its value when energy is referred to the gate-side edge, and valley splitting in the chain can change it by as much or more; how large the splitting is in a real film depends on the surfaces.

The statement that one layer costs roughly 4 meV therefore holds for the field-free hard-wall subband, and in the layer chain it describes the mean of the valley pair near 3 nm. It does not fix the shift of the lowest individual state in an atomically sharp film. The numerical output lists the levels and steps of the main cases; it does not include the estimates with a metal gate, with the image energy averaged over the wavefunction, with leakage or occupation of the side valleys, with the field weakened by the electrons' own charge, or with other valley positions.

## Values computed for the example and the checks

```
film width: 3.000 nm
removed layer: 0.136 nm
width after removal: 2.864 nm
normal mass: 0.916 m0
hbar^2/(2 m0): 0.038100 eV nm^2
E1 before removal: 45.61 meV
E1 after removal: 50.05 meV
exact hard-wall step: 4.43 meV
step from grid diagonalization: 4.43 meV
removed fraction delta/d: 0.04533 (no unit)
linear estimate of step: 4.14 meV
second-order term: 0.28 meV
step for a 5 nm film: 0.93 meV
side-valley normal mass (rough): 0.19 m0
lowest side-valley subband: 219.9 meV
oxide barrier (rough): 3.1 eV
oxide mass (rough): 0.5 m0
E1 with oxide leakage: 40.80 meV
step with oxide leakage: 3.74 meV
gate field (rough): 0.5 MV/cm
potential drop across film: 150 meV
E1 in field, from gate-side edge: 115.38 meV
step in field: 1.90 meV
film relative permittivity (rough): 11.7 (no unit)
oxide relative permittivity (rough): 3.9 (no unit)
mid-film image self-energy: 28.44 meV
image contribution to step: 1.35 meV
valley phase per layer / pi: 0.425 (no unit)
chain L=23, width 3.128 nm: lower 39.23, upper 44.32, mean 41.78 meV
  envelope 41.96, splitting 5.09, splitting formula 5.17 meV
chain L=22, width 2.992 nm: lower 42.04, upper 49.36, mean 45.70 meV
  envelope 45.86, splitting 7.32, splitting formula 7.42 meV
chain L=21, width 2.856 nm: lower 48.53, upper 51.32, mean 49.92 meV
  envelope 50.33, splitting 2.79, splitting formula 2.85 meV
chain L=20, width 2.720 nm: lower 49.76, upper 61.00, mean 55.38 meV
  envelope 55.49, splitting 11.24, splitting formula 11.40 meV
chain L=23 to 22: lower-member step 2.81 meV, mean step 3.93 meV
chain L=22 to 21: lower-member step 6.49 meV, mean step 4.22 meV
chain L=21 to 20: lower-member step 1.23 meV, mean step 5.45 meV
temperature: 300 K
thermal energy kT: 25.85 meV
hard-wall step / kT: 0.172 (no unit)
```
